# Spurious Compensation from Repeated Arrhenius Fits to Noisy Diffusivities

## Question

The diffusivity of one material is measured in several independent runs. Each run is fitted with an Arrhenius law, and each gives a somewhat different activation energy $E$ and prefactor $D_0$. When $\ln D_0$ is plotted against $E$, the points fall close to a rising straight line. How much of this apparent compensation can measurement noise produce by itself, what slope does it have, and how does it scale with the noise, the temperature window and the number of runs?

## Answer

### The model and one fit

Let the true law be

$$\ln D=\ln D_0-Ex,\qquad x=\frac{1}{k_BT},$$

with $E$ in eV, $x$ in 1/eV, and $D_0$ in cm²/s inside the logarithm. Every run uses the same $n$ temperatures and records $y_i=\ln D_0-Ex_i+\varepsilon_i$. The errors $\varepsilon_i$ are independent between runs, uncorrelated between points, and have zero mean and equal variance $\sigma^2$. A nonzero mean common to all points would merely shift every fitted $\ln D_0$ by the same constant. The fit is unweighted least squares in $\ln D$. Hats denote fitted values, and bars denote means over the temperatures of one run.

Least squares minimizes $\sum_i(y_i-\hat L+\hat Ex_i)^2$, where $\hat L=\ln\hat D_0$. Setting the derivative with respect to $\hat L$ to zero gives

$$\sum_i(y_i-\hat L+\hat Ex_i)=0\quad\Rightarrow\quad \hat L=\bar y+\bar x\hat E .$$

Thus every fitted line passes through its own centroid $(\bar x,\bar y)$. Define $d_i=x_i-\bar x$ and $S=\sum_i d_i^2$, so that $\sum_i d_i=0$. Inserting $\hat L$, the residual becomes $y_i-\bar y+\hat Ed_i$. The derivative with respect to $\hat E$, with $\hat L$ eliminated, gives $\sum_i d_i(y_i-\bar y+\hat Ed_i)=0$, hence

$$\hat E=-\frac{\sum_i d_iy_i}{S}.$$

The term in $\bar y$ vanished because $\sum_i d_i=0$. Substituting the true law gives the error of the fitted energy, since $\sum_i d_ix_i=S$:

$$\hat E-E=-\frac{1}{S}\sum_i d_i\varepsilon_i .$$

### The slope that noise produces

The centroid height has error $\bar\varepsilon=\sum_i\varepsilon_i/n$. Its covariance with the fitted energy is

$$\operatorname{cov}(\bar y,\hat E)=-\frac{1}{nS}\sum_i d_i\sigma^2=0 .$$

Therefore $\operatorname{cov}(\hat L,\hat E)=\bar x\operatorname{var}\hat E$, and the population regression slope of $\hat L$ on $\hat E$ is

$$\boxed{\frac{\operatorname{cov}(\hat L,\hat E)}{\operatorname{var}\hat E}=\bar x=\frac{1}{k_B}\left\langle\frac1T\right\rangle=\frac{1}{k_BT_h}}$$

where $T_h$ is the harmonic mean of the measurement temperatures. Neither the true energy nor the true prefactor enters. The slope describes the experimental window.

The geometry explains the result. The errors in the line's height at its centroid and in its tilt are uncorrelated. Tilting the line about the centroid moves its intercept at $x=0$, far outside the data, by $\bar x$ times the change in $\hat E$. Two fitted lines $a$ and $b$ cross at

$$x_{ab}=\frac{\hat L_a-\hat L_b}{\hat E_a-\hat E_b}=\bar x+\frac{\bar y_a-\bar y_b}{\hat E_a-\hat E_b}.$$

The crossing is near $T_h$ when the fitted energies differ enough to make the last term small. It is not a common point shared by all lines.

### Size and scaling

From the error of $\hat E$ and the zero covariance,

$$\operatorname{var}\hat E=\frac{1}{S^2}\sum_i d_i^2\sigma^2=\frac{\sigma^2}{S},\qquad
\operatorname{var}\hat L=\frac{\sigma^2}{n}+\bar x^2\frac{\sigma^2}{S}.$$

Let $s^2=S/n$, and let $r=s/\bar x$ be the relative rms spread of inverse temperature. Then

$$\operatorname{sd}\hat E=\frac{\sigma k_BT_h}{r\sqrt n},\qquad
\operatorname{sd}\hat L=\frac{\sigma}{\sqrt n}\sqrt{1+\frac1{r^2}} .$$

The squared correlation is

$$R^2=\frac{\bar x^2\operatorname{var}\hat E}{\operatorname{var}\hat L}
=\frac{\bar x^2/S}{1/n+\bar x^2/S}=\frac{1}{1+r^2}.$$

The noise cancels. Reducing $\sigma$ shortens the cloud of points and narrows it in the same proportion, so the correlation stays as high as before. As long as the fitted energies scatter no more than $\sigma/\sqrt S$, a high $R^2$ is therefore no evidence of a physical relation. In a narrow window, $r\to0$, the correlation tends to one while the spread of fitted energies grows as $1/r$.

For a wide window, consider equal numbers of points at $T_1<T_2$. Then $\bar x=(x_1+x_2)/2$ and $s=(x_1-x_2)/2$, so $r=(T_2-T_1)/(T_2+T_1)$. Even $T_2=2T_1$ gives $r=1/3$ and $R^2=0.9$.

### Oxygen in silica glass

Take molecular oxygen diffusing through silica glass, the transport step in dry oxidation of silicon. Rough typical parameters are $E=1.2$ eV and $D_0=3\times10^{-4}$ cm²/s. The five temperatures are 1100, 1200, 1300, 1400 and 1500 K, and the assumed error is $\sigma=0.2$, roughly 20% in $D$. The values of $x$ are 10.550, 9.670, 8.927, 8.289 and 7.736 eV⁻¹, so

$$\bar x=9.034\ \text{eV}^{-1},\quad T_h=1284.5\ \text{K},\quad S=4.953\ \text{eV}^{-2},\quad s=0.995\ \text{eV}^{-1}.$$

In degrees Celsius, $T_h$ is about 1011 °C. The expected spreads are

$$\operatorname{sd}\hat E=\frac{0.2}{\sqrt{4.953}}=0.090\ \text{eV},\qquad
\operatorname{sd}\hat L=\sqrt{0.0894^2+(9.034\times0.0899)^2}=0.817,$$

where $0.0894=0.2/\sqrt5$ is the scatter about the line. One standard deviation in $\hat L$ is a factor of 2.26 in $D_0$. A 20% error in each diffusivity has become an uncertainty of more than a factor of two in the prefactor. Here $r=0.110$ and $R^2=0.988$.

One simulated run shows the fit at work. Its values of $\ln D$ are −20.593, −19.374, −18.462, −17.972 and −17.594, with mean −18.799. They give $\sum_i d_iy_i=-5.30$ eV⁻¹, hence $\hat E=5.30/4.953=1.07$ eV. The intercept is $-18.799+9.034\times1.070=-9.13$, against the true $-8.112$. The low energy is accompanied by a low prefactor.

In 192000 simulated runs the fitted slope is 9.031 eV⁻¹ and $R^2$ is 0.9879. With $\sigma$ reduced to 0.05, $R^2$ is 0.9880, as the cancellation of noise requires.

The narrower window 1300–1500 K, again with five points and $\sigma=0.2$, has $\bar x=8.310$ eV⁻¹ and $\operatorname{sd}\hat E=0.213$ eV. Now $\operatorname{sd}\hat L\approx8.310\times0.213=1.77$, a factor of about 6 in $D_0$. The cloud is longer because the measurement determines the energy less well. Its scatter about the line is still $\sigma/\sqrt n=0.0894$, so $R^2$ rises to 0.997.

### What a small set of runs shows

With $M$ runs the observed slope is itself uncertain. Write $\hat L_j=\bar y_j+\bar x\hat E_j$ and let $Q=\sum_j(\hat E_j-\langle\hat E\rangle)^2$, where the brackets are the mean over runs. The observed slope is

$$b=\bar x+\frac{1}{Q}\sum_j(\hat E_j-\langle\hat E\rangle)\bar y_j .$$

For Gaussian noise the uncorrelated $\bar y_j$ and $\hat E_j$ are independent. At fixed energies, $\operatorname{var}b=(\sigma^2/n)/Q$. Over repeated sets, $Q=(\sigma^2/S)\chi^2_m$ with $m=M-1$. The chi-squared density gives

$$\left\langle\frac{1}{\chi^2_m}\right\rangle=\frac{2^{m/2-1}\Gamma(m/2-1)}{2^{m/2}\Gamma(m/2)}=\frac{1}{m-2},$$

so that

$$\operatorname{sd}b=\frac{s}{\sqrt{M-3}}\qquad(M>3).$$

Again $\sigma$ cancels. More precise points do not make the observed slope approach $\bar x$ faster; more runs do. For $M=12$ the formula gives 0.332 eV⁻¹, and simulated groups give 0.335 eV⁻¹.

One set of twelve runs has energies from 1.070 to 1.308 eV. Its prefactors span a factor of 6.7, with $R^2=0.972$. Its slope is 8.31 eV⁻¹, which would be read as a crossing temperature of 1396 K. This is 0.72 eV⁻¹ below the population value, a rather large deviation. The listed energies give $\sqrt Q=0.256$ eV, so the standard deviation at those energies is $0.0894/0.256=0.35$ eV⁻¹ and the deviation is 2.1 of these. A Gaussian exceeds that, in either direction, about 4% of the time. The set contains nothing but the stated noise, yet its apparent crossing temperature is more than 100 K from $T_h$.

The direction of regression also matters. Regressing $\hat E$ on $\hat L$ and inverting the slope gives

$$\frac{\operatorname{var}\hat L}{\operatorname{cov}(\hat L,\hat E)}=\bar x+\frac{\sigma^2/n}{\bar x\sigma^2/S}=\bar x+\frac{s^2}{\bar x}=9.144\ \text{eV}^{-1}$$

here, a change of about 1%.

### The false entropy

For uncorrelated hops of length $a$ to $z$ equivalent sites, transition-state theory gives

$$D=\frac z6a^2\nu\,e^{S_m/k_B}e^{-H_m/k_BT},$$

where $\nu$ is the attempt frequency and $S_m$ and $H_m$ are the migration entropy and enthalpy. In a glass these are effective averages. If $z$, $a$ and $\nu$ are held fixed, a change in $\ln D_0$ is read as a change in $S_m/k_B$. Along the noise line,

$$\Delta S_m=k_B\bar x\,\Delta\hat E=\frac{\Delta\hat E}{T_h}.$$

One standard deviation of $\hat E$ thus produces an apparent entropy of $0.81k_B$. It looks as if a higher barrier had a looser saddle point, although the barrier is the same in every run.

### Consequences for predicted diffusivities

The correlation protects a prediction that uses both parameters from one fit. Since $\ln\hat D(T)=\bar y-\hat E(x-\bar x)$,

$$\operatorname{var}\ln\hat D(T)=\frac{\sigma^2}{n}+(x-\bar x)^2\frac{\sigma^2}{S}.$$

At 1300 K the standard deviation is 0.090. If $D_0$ comes from one run and $E$ from another, the covariance is lost and the variance becomes $\operatorname{var}\hat L+x^2\operatorname{var}\hat E$. The standard deviation is then 1.145, a factor of 3.14 in $D$. At 800 K, well below the measured window, even a matched pair has a standard deviation of 0.500, a factor of 1.65.

Under the stated noise model, reporting $\ln D(T_h)=\bar y$ together with $E$ gives two uncorrelated parameters. If $T_h$ is stated as well, the pair can be converted to $D_0$ and $E$ without loss.

### When the slope changes

**Unequal noise.** If point $i$ has variance $\sigma_i^2$, the two sums above become $\operatorname{cov}(\bar y,\hat E)=-\sum_i d_i\sigma_i^2/(nS)$ and $\operatorname{var}\hat E=\sum_i d_i^2\sigma_i^2/S^2$. The slope of unweighted fits is then

$$\bar x-\frac{S}{n}\frac{\sum_i\sigma_i^2d_i}{\sum_i\sigma_i^2d_i^2}.$$

With $\sigma_i$ falling linearly from 0.3 at 1100 K to 0.1 at 1500 K, it is 8.50 eV⁻¹. For fits weighted by $w_i=1/\sigma_i^2$, the centroid moves to $\bar x_w=\sum_iw_ix_i/\sum_iw_i$. The covariance of the weighted height and energy is proportional to $\sum_iw_i^2\sigma_i^2(x_i-\bar x_w)=\sum_iw_i(x_i-\bar x_w)=0$. The slope is therefore $\bar x_w=8.33$ eV⁻¹.

**Different windows.** All unbiased fits have the same mean parameters, so pooling the runs averages their covariances and variances:

$$\text{slope}=\frac{\sum_j\bar x_j\operatorname{var}\hat E_j}{\sum_j\operatorname{var}\hat E_j}.$$

If half the runs use 1300–1500 K, the result is 8.42 eV⁻¹. The narrow window dominates because its energies scatter more.

**Real differences between samples.** Let the true barrier vary with standard deviation $\tau$, independently of the noise, and let the true $\ln D_0$ vary with it at slope $\beta$. The real covariance $\beta\tau^2$ adds to the noise covariance:

$$\text{slope}=\frac{\bar x\operatorname{var}\hat E+\beta\tau^2}{\operatorname{var}\hat E+\tau^2},$$

where $\operatorname{var}\hat E=\sigma^2/S$ is the noise part alone. For fixed $D_0$, $\beta=0$, and $\tau=0.05$ eV lowers the slope to 6.90 eV⁻¹. As the noise is reduced at fixed $\tau$, the slope tends to the physical value $\beta$. While the spread of fitted energies is comparable to $\sigma/\sqrt S$, a slope near $\bar x$ cannot establish real compensation, but it does not exclude it either, since $\beta$ may happen to lie near $\bar x$. When $\tau$ is much larger than $\sigma/\sqrt S$, the slope measures $\beta$ itself. A variance of $\hat E$ clearly above $\sigma^2/S$ shows that something beyond the assumed noise is present.

**Errors common to one run.** A scale error multiplies all its diffusivities by one factor. It shifts $\hat L$ but not $\hat E$, so the slope stays at $\bar x$. A standard deviation of 0.3 in this factor's logarithm raises the scatter to $\sqrt{0.0894^2+0.3^2}=0.313$ and lowers $R^2$ to 0.871.

A thermometer offset behaves differently. If the true temperature is $T+\delta$, then $x$ changes by $-k_B\delta x^2$ to first order, and $\ln D$ by $q x^2$ with $q=Ek_B\delta$. Writing $x^2=\bar x^2+2\bar xd+d^2$ and neglecting the last term gives $\Delta\hat E\approx-2q\bar x$ and $\Delta\hat L\approx q\bar x^2-2q\bar x^2=-q\bar x^2$. The fit moves along a direction of slope $\bar x/2$. For $\delta=5$ K the estimate is $\Delta\hat E\approx-2E\delta/T_h=-0.0093$ eV; the first-order value with the $d^2$ term kept is −0.0095 eV, and terms of higher order in $\delta$ bring it to −0.0094 eV. Random offsets of this size lower the cloud's slope only to 8.985 eV⁻¹.

**A curved Arrhenius plot.** When all runs use the same temperatures, a fixed extra function of temperature adds the same constants to every $\hat E$ and $\hat L$, because the fit is linear in $y$. It moves the cloud's centre and leaves its slope unchanged. For a prefactor proportional to $T$, $\ln(T/T_h)=-\ln(x/\bar x)\approx-(x-\bar x)/\bar x$, which raises the fitted energy by about $1/\bar x=0.11$ eV. The leading Wigner tunnelling factor, $1+(h\nu_b/k_BT)^2/24$, exceeds one by 0.002 at 1100 K for an assumed barrier frequency $\nu_b=5$ THz. With both included, the shift is 0.110 eV.

### Reading a real data set

The chosen energy, prefactor and temperatures are roughly those relevant to oxygen transport in dry oxidation; the error of 0.2 is an assumption. Data gathered from different laboratories need not share one window, one noise level or one kind of glass. In the examples above, noise that is largest at the coldest point, or an added hotter window, lowers the slope by 6–8%. Noise that rises steadily toward the hot end, so that $\sum_i\sigma_i^2d_i<0$, or an added colder window, would raise it instead. A real barrier spread of 0.05 eV at fixed $D_0$ lowers the slope by 24%. This is the largest of the slope changes in these examples, and its size depends on the ratio of $\tau$ to the noise in $\hat E$. The noise prediction should therefore be computed from each run's actual temperatures and errors before a fitted slope is given a physical meaning. The numerical output below lists the fits of the twelve runs and the size of each correction.

## Table of computed values

```
Inputs: E = 1.2 eV, D0 = 3.0e-04 cm2/s, sigma(ln D) = 0.2
ln D0 true (D0 in cm2/s) = -8.112
T (K) | x (1/eV) | true ln D | ln D of run 1
1100 | 10.550 | -20.771 | -20.593
1200 | 9.670 | -19.716 | -19.374
1300 | 8.927 | -18.824 | -18.462
1400 | 8.289 | -18.058 | -17.972
1500 | 7.736 | -17.395 | -17.594
Mean ln D of run 1 = -18.799
Mean x = predicted slope = 9.034 1/eV
Sum of squares S = 4.953 1/eV2; spread s = 0.995 1/eV
Harmonic mean temperature = 1284.5 K
Run | fitted E (eV) | fitted ln D0
1 | 1.070 | -9.130
2 | 1.212 | -7.930
3 | 1.308 | -7.227
4 | 1.196 | -8.132
5 | 1.270 | -7.599
6 | 1.270 | -7.705
7 | 1.087 | -9.000
8 | 1.267 | -7.322
9 | 1.258 | -7.557
10 | 1.158 | -8.496
11 | 1.169 | -8.411
12 | 1.139 | -8.762
12 runs: slope = 8.31 1/eV, R2 = 0.9718
12 runs: apparent crossing T = 1396 K
12 runs: largest D0 / smallest D0 = 6.7
Predicted sd of slope from 12 runs = 0.332 1/eV
Simulated sd of slope from 12 runs = 0.335 1/eV
Large ensemble: 192000 runs, slope = 9.031 1/eV
Predicted sd of E = 0.0899 eV; of ln D0 = 0.817
One-sd factor in D0 = 2.26
Spurious entropy for one sd of E = 0.812 kB
Scatter of ln D0 about the line = 0.0894
R2: predicted 0.9880, simulated 0.9879
R2 simulated with sigma = 0.05: 0.9880
Reverse-regression slope: 9.144 (sim. 9.141) 1/eV
sd of ln D at 1300 K: matched 0.090, mixed 1.145
One-sd factor in D, mixed parameters = 3.14
sd of ln D at 800 K, matched = 0.500
Noise 0.3 (cold) to 0.1 (hot): slope 8.497 1/eV
Same noise, weighted fits: slope 8.329 1/eV
Window 1300-1500 K: mean x = 8.310 1/eV, sd E = 0.213 eV
Half the runs in that window: slope 8.420 1/eV
Real barrier spread 0.05 eV: slope 6.899 1/eV
Common scale error 0.3: scatter 0.313, R2 0.871
Offset +5 K: E shift -0.0095 eV, direction 4.520 1/eV
Random run offsets, sd 5 K: slope 8.985 1/eV
Prefactor ~ T, with tunnelling: E shift 0.1097 eV
Tunnelling factor - 1 at 1100 K, 5 THz: 0.00198
```
